# The DMFT grand potential and its chemical-potential derivative, part 2

When DMFT gives two solutions for the paramagnetic one-band Hubbard model at the same temperature $T$ and chemical potential $\mu$, the stable one has the lower grand potential per site, $\Omega/N$. This must be obtained from the impurity value $\Omega_{\rm imp}=-T\ln(Z_{\rm imp}/Z_{\rm bath})$, with the bare bath removed, and its $\mu$-derivative must reproduce the density.

Here $\hbar=k_B=1$, $\omega_n=(2n+1)\pi T$, and $\sum_{n\sigma}$ covers both frequency signs and both spins. The density of states $D(\varepsilon)$ per site and spin has unit norm, zero mean and second moment $m_2$. With bath energies $e_k$, couplings $V_k$ and self-energy $\Sigma$,

$$\Delta=\sum_k\frac{V_k^2}{i\omega_n-e_k},\quad \zeta=i\omega_n+\mu-\Sigma,\quad G_{\rm imp}=\frac1{\zeta-\Delta},\quad G_{\rm loc}=\int\frac{D(\varepsilon)\,d\varepsilon}{\zeta-\varepsilon}.$$

The impurity response, with $\mathcal G^{-1}=i\omega_n+\mu-\Delta$, is

$$\delta\Omega_{\rm imp}=-T\sum_{n\sigma}G_{\rm imp}\,\delta\mathcal G^{-1}.
\tag{1}$$

At fixed $T$, $U$ and $D$ it becomes

$$\delta\Omega_{\rm imp}=-n_{\rm imp}\,\delta\mu
+T\sum_{n\sigma}G_{\rm imp}\,\delta\Delta,\qquad
n_{\rm imp}=T\sum_{n\sigma}e^{i\omega_n0^+}G_{\rm imp}.\tag{4}$$

The same sum with $G_{\rm loc}$ gives $n_{\rm loc}$. At self-consistency, $G_{\rm imp}=G_{\rm loc}=G$, the local Luttinger–Ward functional $\phi$ cancels between lattice and impurity, leaving

$$\boxed{\frac\Omega N=\Omega_{\rm imp}
-T\sum_{n\sigma}\left[\int d\varepsilon\,D(\varepsilon)\ln(\zeta-\varepsilon)
+\ln G\right].}\tag{3}$$

Numerically, $\Omega/N=\Omega_{\rm imp}+L+C$, with lattice and local logarithmic parts

$$L=-T\sum_{n\sigma}\int D\ln(1-\varepsilon/\zeta)\,d\varepsilon,\qquad
C=-T\sum_{n\sigma}\ln(G\zeta).$$

A free level of energy $\xi$ has occupation

$$f(\xi)=T\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n-\xi}.$$

For weak hopping, the impurity assigns a whole bond response to each site, although two sites share the bond; the correction removes the excess half.

The arbitrary two-level bath used as a test has $e=(-0.5,0.8)$ and $V=(0.4,0.5)$, at $U=2$, $T=0.2$ and $\mu=0.4$ in half-bandwidths of a semicircular band. It is not self-consistent and gives $n_{\rm imp}=0.8243473$. The final table also lists earlier checks on free electrons, isolated sites and a Hubbard dimer with levels $\pm t$.

### Vary the complete functional for any bath

To follow the cancellation before self-consistency is imposed, define

$$F=\Omega_{\rm imp}
-T\sum_{n\sigma}\left[\int D\ln(\zeta-\varepsilon)\,d\varepsilon
+\ln G_{\rm imp}\right].\tag{5}$$

The local logarithm contains the impurity Green function. At self-consistency, $F=\Omega/N$. For another bath, $F$ is a functional used to approach that value.

The variation of the bracket is

$$\delta\left[\int D\ln(\zeta-\varepsilon)\,d\varepsilon
+\ln G_{\rm imp}\right]
=G_{\rm loc}\,\delta\zeta+\frac{\delta G_{\rm imp}}{G_{\rm imp}}.$$

From $\Delta=\zeta-1/G_{\rm imp}$,

$$\delta\Delta=\delta\zeta+\frac{\delta G_{\rm imp}}{G_{\rm imp}^2},
\qquad
G_{\rm imp}\,\delta\Delta=G_{\rm imp}\,\delta\zeta
+\frac{\delta G_{\rm imp}}{G_{\rm imp}}.$$

Insert these expressions and (4) into the variation of (5):

$$\begin{aligned}
\delta F={}&-n_{\rm imp}\,\delta\mu
+T\sum_{n\sigma}\left(G_{\rm imp}\,\delta\zeta
+\frac{\delta G_{\rm imp}}{G_{\rm imp}}\right)\\
&-T\sum_{n\sigma}\left(G_{\rm loc}\,\delta\zeta
+\frac{\delta G_{\rm imp}}{G_{\rm imp}}\right)\\
={}&-n_{\rm imp}\,\delta\mu
+T\sum_{n\sigma}(G_{\rm imp}-G_{\rm loc})\,\delta\zeta.
\end{aligned}\tag{6}$$

Here $\delta\zeta$ is the full change, including $\delta\mu$ and the change of $\Sigma$. No derivative of the self-energy has been dropped.

For the arbitrary two-level bath, the last term of (6) contributes $-0.0086014$ to $dF/d\mu$. The identity therefore predicts

$$\frac{dF}{d\mu}=-0.8243473-0.0086014=-0.8329487,$$

which is the value found by differencing $F$. This test uses a bath for which the mismatch matters, so it checks more than the self-consistent cancellation.

The program also varies the first coupling at fixed $\mu$. The impurity response in (4) and the finite difference both give $d\Omega_{\rm imp}/dV_1=-0.8264605$. For the complete functional, (6) and the finite difference both give $dF/dV_1=0.0532177$. Its nonzero value shows that this bath is not a stationary point.

### Self-consistency gives the density

Along a smooth branch of self-consistent solutions, $G_{\rm imp}=G_{\rm loc}$ at every frequency. The last term in (6) vanishes, and therefore

$$\boxed{-\frac{d}{d\mu}\frac\Omega N=n_{\rm imp}=n_{\rm loc}=n.}\tag{7}$$

The densities are equal because the same Green function enters $T\sum_{n\sigma}e^{i\omega_n0^+}G$. The convergence factor is needed here even though (3) does not need one: $G$ falls as $1/i\omega_n$, whereas the bracket in (3) falls as $1/\omega_n^2$.

Equation (7) also fixes the absolute constant by a route that does not use $\phi$. As $\mu\to-\infty$, the impurity and its self-consistent bath become empty, so $\Omega_{\rm imp}\to0$. The logarithmic bracket approaches $m_2/[2(i\omega_n+\mu)^2]$. Differentiating the free-level sum gives

$$T\sum_n\frac1{(i\omega_n+\mu)^2}=f'(-\mu)\longrightarrow0.$$

Thus the right side of (3) vanishes in the empty limit, as the lattice grand potential does. If one smooth branch connects this limit to the state of interest, integration of (7) gives

$$\frac{\Omega(\mu)}N=-\int_{-\infty}^{\mu}n(\mu')\,d\mu'.$$

### What a finite bath changes

A numerical bath with few levels generally leaves a mismatch between $G_{\rm imp}$ and $G_{\rm loc}$. At fixed $\mu$, (6) says that the first variation of $F$ vanishes at self-consistency. If a small bath error has size $\eta$, then

$$F_{\rm approximate}-F_{\rm self\text{-}consistent}=O(\eta^2),$$

provided $F$ is smooth there. Replacing $\ln G_{\rm imp}$ by $\ln G_{\rm loc}$ in (5) changes the functional by

$$-T\sum_{n\sigma}\ln\frac{G_{\rm loc}}{G_{\rm imp}}
\simeq-T\sum_{n\sigma}\frac{G_{\rm loc}-G_{\rm imp}}{G_{\rm imp}},$$

which is generally first order in the mismatch. The two choices agree at convergence, but (5) is preferable for a fitted bath. Its stationary point need not be a minimum, so a lower $F$ is not by itself a sign of a better bath.

The densities read from the Green functions are less protected: $n_{\rm imp}$ and $n_{\rm loc}$ generally have errors of first order in $\eta$. The derivative $-dF/d\mu$ does better. If the bath error varies smoothly with $\mu$, the error of $F$ is $O(\eta^2)$ at every $\mu$, and so is the error of its derivative. In (6), the first-order error of $n_{\rm imp}$ is then cancelled by the mismatch term. Comparing $n_{\rm imp}$, $n_{\rm loc}$ and $-dF/d\mu$ is therefore a useful convergence check.

### A semicircular band makes the correction explicit

Take $D(\varepsilon)=(2/\pi)\sqrt{1-\varepsilon^2}$ for $|\varepsilon|\le1$. The half-bandwidth is the energy unit, and $m_2=1/4$. Put $\varepsilon=\cos\theta$ and $\zeta=(x+x^{-1})/2$, with $|x|<1$. Then

$$\frac1{\zeta-\cos\theta}=\frac{2x}{1-x^2}
\left(1+2\sum_{m=1}^{\infty}x^m\cos m\theta\right).$$

Multiplying by $\sin^2\theta=(1-\cos2\theta)/2$ and integrating leaves the constant and $m=2$ terms:

$$G_{\rm loc}=\frac2\pi\int_0^\pi
\frac{\sin^2\theta\,d\theta}{\zeta-\cos\theta}
=\frac2\pi\frac{2x}{1-x^2}\frac\pi2(1-x^2)=2x.$$

Consequently $\zeta=G/4+1/G$, and self-consistency gives $\Delta=G/4$.

Let $\Lambda(\zeta)=\int D\ln(\zeta-\varepsilon)\,d\varepsilon$. Since $d\Lambda/d\zeta=G=2x$ and $d\zeta=\tfrac12(1-x^{-2})dx$,

$$\frac{d\Lambda}{dx}=x-\frac1x,\qquad
\Lambda=\frac{x^2}{2}-\ln(2x)=\frac{G^2}{8}-\ln G.$$

The constant follows from $\Lambda\to\ln\zeta$ and $x\to1/(2\zeta)$ at large $\zeta$. Equation (3) reduces to

$$\frac\Omega N=\Omega_{\rm imp}-\frac T8\sum_{n\sigma}G^2.\tag{8}$$

This correction has a direct physical meaning. The kinetic energy per site is

$$E_{\rm kin}=T\sum_{n\sigma}\int\frac{D\,\varepsilon\,d\varepsilon}{\zeta-\varepsilon}
=T\sum_{n\sigma}(\zeta G-1)=T\sum_{n\sigma}G\Delta .$$

For this band $G\Delta=G^2/4$, so $\Omega/N=\Omega_{\rm imp}-E_{\rm kin}/2$. The weak-hopping argument found the same half-bond correction at leading order; for the semicircular band it holds at every hopping strength within DMFT. For other densities of states, (3) should be used.

### The solution at $U=2$, $T=0.2$ and $\mu=0.4$

The impurity is diagonalized with four fitted bath levels. Their energies and coupling magnitudes, in half-bandwidths, are:

| Energy | Coupling |
|---:|---:|
| −1.00252 | 0.21942 |
| −0.15629 | 0.28221 |
| 0.62235 | 0.23677 |
| 2.04790 | 0.25713 |

The squared couplings sum to 0.24996, close to $m_2=0.25$. This agrees with the high-frequency form $\Delta\simeq m_2/i\omega_n$.

At the lowest positive frequency, $\omega_0=0.628319$, the solution has $\Sigma=0.475106-0.454901i$ and $G=-0.039775-0.780269i$. Hence

$$\zeta=0.400000-0.475106+i(0.628319+0.454901)
=-0.075106+1.083220i.$$

The inverse Green function is $1/G=-0.06516+1.27829i$. Subtraction gives $\Delta=-0.00994-0.19507i$, which is $G/4$ to the digits shown. The largest difference between the impurity and local lattice Green functions is $4.66\times10^{-7}$, in inverse half-bandwidths.

The three parts of the grand potential add to

$$\begin{aligned}
\frac\Omega N&=-0.7596906-0.1168897+0.2226642\\
&=-0.6539161\quad\text{half-bandwidths per site}.
\end{aligned}$$

The two logarithmic parts have opposite signs, as their leading tails suggest. Their sum is $0.1057745$, so (8) implies $E_{\rm kin}\approx-0.21155$ half-bandwidths per site. Fewer digits are kept because $L+C$ alone is first order in the remaining bath mismatch. The same holds for $\Omega_{\rm imp}$: a fifth bath level lowers it by about $5\times10^{-7}$ and raises $L+C$ by as much, so the seventh digit of the separate parts is not converged, while the total stays at $-0.6539161$.

The lowest frequency accounts for a large part of this correction. Counting two spins and the two frequencies $\pm\omega_0$, its contribution is

$$-\frac{T}{8}\,4\,\mathrm{Re}\,G(i\omega_0)^2
=-0.1\,(0.039775^2-0.780269^2)=0.06072,$$

or about 57% of the total. The remaining frequencies cannot be neglected.

### The derivative of each part

The grand potential is $-0.6623267$ at $\mu=0.41$ and $-0.6455478$ at $\mu=0.39$. The centred difference is

$$-\frac{d}{d\mu}\frac\Omega N\simeq
\frac{0.6623267-0.6455478}{0.02}=0.83894.$$

The impurity average and the lattice Green function both give $n=0.838953$. The finite-difference result differs from this density by $9.12\times10^{-6}$ electrons per site. The program does not separate the contributions of the step in $\mu$ and of the finite bath to this difference.

The separate contributions are

$$\begin{aligned}
-\frac{d\Omega_{\rm imp}}{d\mu}&\simeq0.783556,\\
-\frac{dL}{d\mu}&\simeq-0.072469,\\
-\frac{dC}{d\mu}&\simeq0.127857.
\end{aligned}$$

They add to $0.838944$. The impurity part alone is too small by $0.0554$ electrons per site, or 6.6% of the density. By (4), the missing amount is $T\sum G\,d\Delta/d\mu$: it comes from the change of the bath with $\mu$.

Half filling would be a poor place to look for this omission. For a symmetric band, particle–hole symmetry gives $G_{U-\mu}(i\omega_n)=-G_\mu(-i\omega_n)$. The sum of $G^2$ in (8) is therefore even about $\mu=U/2$. On a smooth symmetric branch its derivative vanishes there, and $\Omega_{\rm imp}$ alone gives the correct density. A calculation away from half filling can reveal the missing correction.

### Using the result when two solutions coexist

For two converged solutions $A$ and $B$ at the same $T$ and $\mu$, compare the complete values from (3). With a semicircular band this difference is

$$\frac{\Omega_A-\Omega_B}{N}
=\Omega_{{\rm imp},A}-\Omega_{{\rm imp},B}
-\frac T8\sum_{n\sigma}(G_A^2-G_B^2).$$

The lower value identifies the stable solution among those compared, within paramagnetic DMFT. No coexisting pair is computed in this text; the worked example tests the formula on one branch only. Each impurity value must have its own bare bath removed. If the values cross as $\mu$ changes, the slopes give the densities on either side, and (7) applies to each smooth branch separately. It does not assign one derivative to the kink at the crossing.

The comparison also needs a consistent impurity solver. If an approximate solver returns a $G_{\rm imp}$ that is not the response (1) of its $\Omega_{\rm imp}$, the cancellation leading to (7) is not guaranteed, even when $G_{\rm imp}=G_{\rm loc}$. An error in the density check can then come from the solver, the bath fit, the frequency sum or the step in $\mu$. These should be converged until their combined error is small compared with the difference in $\Omega/N$ that decides between the phases.

## Calculated quantities

```
U = 2.000, T = 0.200, mu = 0.400 [half-bandwidth]
band second moment = 0.250000 [half-bandwidth^2]
U=0: functional -0.99606746, free band -0.99606746 [half-bandwidth]
Arbitrary bath, not self-consistent:
  n_imp = 0.8243473 [electrons/site]
  -dOmega_imp/dmu at fixed bath = 0.8243473 [electrons/site]
  dF/dmu: difference -0.8329487, identity -0.8329487 [electrons/site]
  mismatch term in identity = -0.0086014 [electrons/site]
  dOmega_imp/dV1: difference -0.8264605, response -0.8264605 [dimensionless]
  dF/dV1: difference 0.0532177, identity 0.0532177 [dimensionless]
Atomic grand potential = -0.55175615 [half-bandwidth]
Dimer t=0.03: exact -0.552087731, DMFT -0.552087587 [half-bandwidth/site]
  hopping part -3.316e-04, DMFT error 1.440e-07 [half-bandwidth/site]
Dimer t=0.06: exact -0.553087399, DMFT -0.553085112 [half-bandwidth/site]
  hopping part -1.331e-03, DMFT error 2.287e-06 [half-bandwidth/site]
Doubling t: hopping part x 4.015, DMFT error x 15.879 [ratio]
Self-consistent semicircular band, 7 iterations:
  bath energy -1.00252, coupling 0.21942 [half-bandwidth]
  bath energy -0.15629, coupling 0.28221 [half-bandwidth]
  bath energy 0.62235, coupling 0.23677 [half-bandwidth]
  bath energy 2.04790, coupling 0.25713 [half-bandwidth]
  lowest Matsubara frequency = 0.628319 [half-bandwidth]
  G_imp there = -0.039775 -0.780269 i [1/half-bandwidth]
  G_loc there = -0.039775 -0.780269 i [1/half-bandwidth]
  Sigma there = 0.475106 -0.454901 i [half-bandwidth]
  largest |G_imp-G_loc| = 4.66e-07 [1/half-bandwidth]
  Omega_imp = -0.7596906 [half-bandwidth/site]
  lattice log part = -0.1168897 [half-bandwidth/site]
  local log part = 0.2226642 [half-bandwidth/site]
  Omega/N = -0.6539161 [half-bandwidth/site]
  mu=0.41: Omega/N = -0.6623267 [half-bandwidth/site]
  mu=0.39: Omega/N = -0.6455478 [half-bandwidth/site]
  -d(Omega_imp)/dmu = 0.783556 [electrons/site]
  -d(lattice log part)/dmu = -0.072469 [electrons/site]
  -d(local log part)/dmu = 0.127857 [electrons/site]
  -d(Omega/N)/dmu = 0.838944 [electrons/site]
  density from impurity = 0.838953 [electrons/site]
  density from lattice G = 0.838953 [electrons/site]
  error of -dOmega/dmu = 9.12e-06, of -dOmega_imp/dmu = 5.54e-02 [electrons/site]
```
